\section*{Width of an Edwards-Wilkinson profile after removal of a linear tilt}

\section*{Problem}

A growing one-dimensional surface has height $h(x,t)$, measured from its mean growth front, and obeys the Edwards--Wilkinson equation
\begin{equation}
\partial_t h=\nu\,\partial_x^2h+\eta,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t'),
\label{eq:ew}
\end{equation}
with Gaussian noise of zero mean and $\nu,D>0$. The system is infinite and has reached its stationary state. Profiles are recorded in a window $0\le x\le l$.

(a) Find $\langle[h(x)-h(y)]^2\rangle$ and the correlation function of the slopes.

(b) Show that the mean squared width about the window mean is $Dl/(6\nu)$.

(c) A straight line is fitted by least squares to each profile and subtracted. Show that the mean squared width falls to $Dl/(15\nu)$. What remains if the chord through the two end points is subtracted instead?

(d) How do the two widths in (b) and (c) change if the system is a ring of length $L\ge l$, or if it started straight a finite time ago?

(e) A single atomic step on Si(111) near $900\,^\circ$C fluctuates by exchange of atoms with its surroundings. Take $kT=0.1011$ eV, step stiffness $\tilde\beta=0.30$ eV/nm, step mobility $\Gamma=5\times10^4$ nm$^3$/s and $l=2000$ nm. Evaluate both widths and judge whether a video camera with a frame time of 33.3 ms would measure them.

\section*{Solution}

\subsection*{(a) Height differences and slopes}

Write $h(x,t)=\int\frac{dq}{2\pi}h_q(t)e^{iqx}$. Equation (\ref{eq:ew}) becomes $\dot h_q=-\nu q^2h_q+\eta_q$, with $\langle\eta_q(t)\eta_{q'}^*(t')\rangle=2D\,2\pi\delta(q-q')\delta(t-t')$. For a straight start at $t=0$,
\[
h_q(t)=\int_0^t e^{-\nu q^2(t-s)}\eta_q(s)\,ds .
\]
Hence $\langle h_qh_{q'}^*\rangle=2\pi\delta(q-q')S(q,t)$, where
\begin{equation}
S(q,t)=2D\int_0^te^{-2\nu q^2(t-s)}ds=\frac{A}{q^2}\left(1-e^{-2\nu q^2t}\right),\qquad A=\frac D\nu .
\label{eq:S}
\end{equation}
For $t\to\infty$ the spectrum at each $q\neq0$ tends to $A/q^2$. The factor 2 in the noise cancels the 2 in the exponent; noise of strength $D$ would halve every squared width below.

With $u=x-y$, the height-difference function is
\begin{equation}
G(u)=\int\frac{dq}{2\pi}\,\frac{A}{q^2}\,2(1-\cos qu)
=\frac A\pi\int_{-\infty}^{\infty}\frac{1-\cos qu}{q^2}dq=A|u| .
\label{eq:G}
\end{equation}
The last integral follows by parts: it equals $u\int\sin(qu)/q\,dq=\pi|u|$. The slope has spectrum $q^2S=A$, independent of $q$, so
\begin{equation}
\langle h'(x)h'(y)\rangle=A\,\delta(x-y).
\label{eq:white}
\end{equation}
The equation is linear and the noise Gaussian, so the slopes are Gaussian white noise. The variance of $h$ itself diverges at small $q$. On the infinite line ``stationary'' therefore refers to height differences, and a width needs nothing else.

\subsection*{(b) Width about the mean}

Let $\bar h$ be the window mean and $w^2=\frac1l\int_0^l(h-\bar h)^2dx$. Expanding the square gives
\[
\frac1{2l^2}\iint[h(x)-h(y)]^2dx\,dy
=\frac1{2l^2}\left[2l\int h^2dx-2\Big(\int h\,dx\Big)^2\right]=w^2 .
\]
The separation $u>0$ occurs with weight $2(l-u)$ in the square, so
\begin{equation}
\langle w^2\rangle=\frac{A}{2l^2}\int_0^l2(l-u)u\,du
=\frac{A}{2l^2}\cdot\frac{l^3}{3}=\frac{Al}{6}=\frac{Dl}{6\nu}.
\label{eq:raw}
\end{equation}

\subsection*{(c) Width about the fitted line}

Put $s=x-l/2$, so that $\int s\,dx=0$ and $\int s^2dx=l^3/12$. Minimizing $\int(h-c-bs)^2dx$ over $c$ and $b$ gives
\begin{equation}
c=\bar h,\qquad b=\frac{12}{l^3}\int_0^l s\,h\,dx .
\end{equation}
Since $\int s(h-\bar h)dx=bl^3/12$, the squared width of the residual is
\begin{equation}
w_{\rm d}^2=w^2-\frac{2b}{l}\,\frac{bl^3}{12}+\frac{b^2}{l}\,\frac{l^3}{12}
=w^2-\frac{b^2l^2}{12}.
\label{eq:pyth}
\end{equation}
This holds for each profile separately. It remains to find $\langle b^2\rangle$.

The function $g(x)=\int_0^x(x'-l/2)dx'=-x(l-x)/2$ vanishes at both ends of the window. Integration by parts therefore leaves no boundary term:
\begin{equation}
b=-\frac{12}{l^3}\int_0^l g\,h'\,dx=\frac6{l^3}\int_0^lx(l-x)h'(x)\,dx .
\label{eq:b}
\end{equation}
The fitted slope is a weighted average of local slopes, with most weight at the centre. From (\ref{eq:white}),
\begin{equation}
\langle b^2\rangle=\frac{36A}{l^6}\int_0^lx^2(l-x)^2dx
=\frac{36A}{l^6}\,l^5\left(\frac13-\frac12+\frac15\right)
=\frac{36A}{30\,l}=\frac{6A}{5l}.
\label{eq:b2}
\end{equation}
The tilt thus carries $\langle b^2\rangle l^2/12=Al/10$, and
\begin{equation}
\langle w_{\rm d}^2\rangle=\frac{Al}6-\frac{Al}{10}=\frac{Al}{15}=\frac{Dl}{15\nu}.
\label{eq:det}
\end{equation}
The mean square falls to $2/5$ of its value. The growth law $\langle w^2\rangle\propto l$ survives, but a value of $D/\nu$ read from detrended data with the coefficient $1/6$ would be too small by the factor $2/5$.

\paragraph{Chord instead of fitted line.} Let $E=h(l)-h(0)$. For $x>y$ the height difference becomes $\Delta-(u/l)E$, with $\Delta=h(x)-h(y)$. White slopes give $\langle\Delta^2\rangle=\langle\Delta E\rangle=Au$ and $\langle E^2\rangle=Al$. The new difference function is
\[
A\left(u-\frac{2u^2}{l}+\frac{u^2}{l}\right)=A\left(u-\frac{u^2}{l}\right).
\]
As $\iint(x-y)^2dx\,dy=l^4/6$, the mean squared width about the mean of what remains is $Al/6-Al/12=Al/12$. This exceeds $Al/15$, as it must: the least-squares line minimizes the residual for each profile. Measured from the chord itself instead of from its own mean, the remainder has mean square $\frac1l\int_0^lA\,\frac{x(l-x)}{l}\,dx=Al/6$, as large as the original width about the mean.

\subsection*{(d) Finite systems and finite times}

The fit is a linear operation, $h\mapsto Ph$, that turns constants and linear functions into zero. In $\langle h(x)h(y)\rangle=\frac12[\langle h(x)^2\rangle+\langle h(y)^2\rangle-G(x-y)]$ (heights may be measured from $h(0)$, so all terms are finite), the first two terms are constant in one variable and drop out. Only $-G/2$ contributes to $\langle w_{\rm d}^2\rangle$.

Suppose now that $G$ contains an extra term $-\kappa u^2$. In $(s-s')^2=s^2-2ss'+s'^2$ each term is constant or linear in at least one variable, so $P$ removes it. The detrended width does not change, whereas the width about the mean falls by $\kappa l^2/12$.

\paragraph{Ring.} On a ring the $q=0$ part of the slope is absent, so $\langle h'(x)h'(y)\rangle=A[\delta(x-y)-1/L]$. Integrating twice over an interval of length $u$ gives $G=A(u-u^2/L)$. Here $\kappa=A/L$, and
\begin{equation}
\langle w^2\rangle=A\left(\frac l6-\frac{l^2}{12L}\right),\qquad
\langle w_{\rm d}^2\rangle=\frac{Al}{15}.
\end{equation}
When the window is the whole ring, $l=L$, the width about the mean is $Al/12$, half the infinite-line value; the detrended width is still $Al/15$.

\paragraph{Sampled profiles.} For $n$ points at spacing $p$ with independent increments of variance $Ap$, sums replace the integrals. The width about the mean is $Ap(n^2-1)/(6n)$. With $\sum s^2=n(n^2-1)/12$ and $\sum_{k=1}^{n-1}k^2(n-k)^2=n(n^4-1)/30$, the tilt part is
\[
Ap\,\frac{n(n^4-1)}{120}\,\frac{144}{n^2(n^2-1)^2}\,\frac{n^2-1}{12}=Ap\,\frac{n^2+1}{10n},
\]
and the difference is $Ap(n^2-4)/(15n)$. It vanishes for two points, through which a line passes exactly. As a test, the stationary covariance of a discretised Langevin equation was computed on a ring of 160 sites. A window of 60 sites gave $3.99556\,Ap$ about the fitted line, equal to the formula in all printed digits. About the mean it gave $8.12274\,Ap$, again as predicted once the ring correction $-(n^2-1)/(12\cdot160)$ is included.

\paragraph{Straight start.} Let $a=2\nu t\gg l^2$. The exponential in (\ref{eq:S}) subtracts $\frac A\pi\int\frac{1-\cos qu}{q^2}e^{-aq^2}dq$ from $G$. Expanding the cosine, with $\int e^{-aq^2}dq=\sqrt{\pi/a}$ and $\int q^2e^{-aq^2}dq=\sqrt\pi/(2a^{3/2})$, gives
\begin{equation}
G=A\left[|u|-\frac{u^2}{2\sqrt{\pi a}}+\frac{u^4}{48\sqrt\pi\,a^{3/2}}-\dots\right].
\end{equation}
The quadratic term lowers the width about the mean by $Al^2/(24\sqrt{\pi a})$, which is a fraction $l/(4\sqrt{\pi a})$ of $Al/6$.

For the detrended width the quartic term leads. In $(s-s')^4$ only $6s^2s'^2$ survives $P$. The line fitted to $s^2$ is the constant $l^2/12$, and
\[
\int\left(s^2-\frac{l^2}{12}\right)^2dx=\frac{l^5}{80}-\frac{l^5}{144}=\frac{l^5}{180}.
\]
The change is therefore
\[
-\frac12\cdot\frac{6A}{48\sqrt\pi a^{3/2}}\cdot\frac{l^4}{180}=-\frac{Al^4}{2880\sqrt\pi a^{3/2}},
\]
a fraction $l^3/(192\sqrt\pi a^{3/2})$ of $Al/15$. At $a=100\,l^2$ the two fractions are $1.4\times10^{-2}$ and $2.9\times10^{-6}$; numerical integration over the spectrum confirms both. Detrending suppresses the slow long waves, which are the last to reach their stationary strength.

\subsection*{(e) A step on Si(111)}

\paragraph{Mapping.} Let $h(x)$ now be the displacement of the step within the surface, at position $x$ along it. Its free energy is $\frac{\tilde\beta}2\int h'^2dx$. For attachment-limited motion the velocity is $\Gamma/kT$ times the restoring force $\tilde\beta h''$, and equilibrium requires noise of strength $2\Gamma$. Hence $D=\Gamma$, $\nu=\Gamma\tilde\beta/kT$ and
\[
A=\frac{kT}{\tilde\beta}=\frac{0.1011}{0.30}\ \text{nm}=0.337\ \text{nm},\qquad
\nu=\frac{5\times10^4}{0.337}\ \text{nm}^2/\text{s}=1.48\times10^5\ \text{nm}^2/\text{s}.
\]
The mobility drops out of the equilibrium widths:
\[
\langle w^2\rangle=\frac{0.3369\times2000}{6}=112\ \text{nm}^2,\qquad
\langle w_{\rm d}^2\rangle=\frac{0.3369\times2000}{15}=45\ \text{nm}^2 .
\]
The root-mean-square widths are 10.6 nm and 6.7 nm. The rms fitted slope is $\sqrt{6A/(5l)}=0.014$, or $0.8^\circ$. If the image axis is misaligned by $1^\circ$, the raw squared width gains $\tan^2(1^\circ)\,l^2/12=102$ nm$^2$, nearly as much as the thermal value. Detrending removes this error, but it removes the thermal tilt with it, so the coefficient $1/15$ has to be used.

\paragraph{Frame time.} A plane wave $e^{iqx}$ has overlap $j_0(ql/2)$ with the constant and, in modulus, $\sqrt3\,j_1(ql/2)$ with the normalized linear function $\sqrt{12}\,s/l$, where $j_0,j_1$ are spherical Bessel functions. Therefore
\begin{equation}
\langle w_{\rm d}^2\rangle=\int\frac{dq}{2\pi}S(q)\left[1-j_0^2-3j_1^2\right],
\label{eq:window}
\end{equation}
and the term $3j_1^2$ is absent for the width about the mean. A camera that averages over a time $T$ reduces the variance of each mode. Its correlation in time is $e^{-\nu q^2|t-t'|}$, whose double average over the frame is
\[
F=\frac{2(z-1+e^{-z})}{z^2},\qquad z=\nu q^2T .
\]
Inserting $F$ in (\ref{eq:window}) with $T=33.3$ ms lowers the squared width by 6.1\,\% about the mean and by 14.7\,\% about the line. In absolute terms the losses are nearly equal, 6.9 and 6.6 nm$^2$; they differ by the part of the loss that belongs to the tilt. The camera would record about 38 nm$^2$ instead of 45 nm$^2$, so the detrended width needs a correction for motion during the frame.

\paragraph{Other neglected effects.} Each is sized separately, as a loss relative to the width concerned.
\begin{itemize}
\item A resolution of 10 nm along the step, treated as an average over that length, costs 0.5\,\% about the mean and 1.2\,\% about the line. An error in locating the step across its direction acts the other way: an uncorrelated error $\sigma$ adds about $\sigma^2$ to both squared widths, so $\sigma=3$ nm adds 9 nm$^2$, or 8\,\% about the mean and 20\,\% about the line, more than the frame time removes.
\item A hold time of 60 s after a straight start costs 6.7\,\% about the mean, slightly more than the frame time does, but 0.03\,\% about the line.
\item Neighbouring steps 500 nm away are replaced by a harmonic restoring force, so that $S=A/(q^2+\xi^{-2})$. Non-crossing between fixed neighbours and an elastic repulsion energy per length of $0.04$ eV\,nm divided by the squared distance give $\xi\approx1.4\times10^5$ nm if their separately estimated restoring constants are added. This is a rough estimate: treating both together in the ground-state problem gives about $1.1\times10^5$ nm. The loss is then between 0.3 and 0.5\,\% about the mean and of order 0.001\,\% about the line.
\item An isotropic line tension $\beta$ has energy $\beta\sqrt{1+p^2}$ at slope $p$ and stiffness $\beta(1+p^2)^{-3/2}$. At the rms fitted slope this raises $A$ by 0.03\,\%. This sizes only the dependence on the overall tilt. Applied to local slopes over segments of length $r$, the same energy raises $A$ by a fraction of about $3A/(2r)$, 5\,\% for $r=10$ nm; that shift is taken to be contained in the coarse-grained $\tilde\beta$.
\end{itemize}

\paragraph{The real step.} The stiffness, mobility and repulsion are rough typical values for this surface near $900\,^\circ$C; the window, terrace width and times are chosen. Both squared widths vary as $1/\tilde\beta$, so a stiffness 20\,\% higher would lower them by 17\,\%, more than the frame time does. The mean squared slope over a distance $r$ is $A/r$, which reaches one at $r\approx0.34$ nm. The small-slope model therefore fails at atomic distances, and $\tilde\beta$ has to be understood as a coarse-grained stiffness. If atoms moved by terrace diffusion instead, the equilibrium spectrum $kT/(\tilde\beta q^2)$ and both ideal widths would stay, but the corrections for frame and hold time would change. Sublimation and drift of adatoms under a heating current are left out.

\paragraph{Statistics.} The formulas give averages, and single windows scatter widely. The standard deviation of the squared width, relative to its mean, is 0.89 about the mean and 0.63 about the line (computed for 200 sampled points). A 5\,\% standard error of the detrended width needs about $(0.627/0.05)^2\approx160$ independent windows; the raw width needs about 320. Adjacent windows on a long stationary step are independent in this model, because their slopes are. Successive video frames are not: a wave of length $l$ relaxes in $l^2/(4\pi^2\nu)=0.68$ s, about twenty frames. Even at that separation the squared widths of instantaneous profiles keep a correlation of about 0.65 about the mean and 0.18 about the line, so independent samples must be taken further apart. About the line the correlation is down to 0.03 after 2 s; about the mean it decays only as $1/\tau$ at long times and is still 0.16 after 6.8 s and 0.02 after 60 s. The numerical output below lists the values used here, except the correlations in time and the ground-state value of $\xi$.

\section*{Numbers as computed}
\begin{verbatim}
TESTS (widths in units of A l unless stated)
symbolic, about mean / line: 1/6 / 1/15
symbolic, tilt part: 1/10
spectral quadrature: 0.166667 / 0.066667
fits to random profiles: 0.1671 / 0.0673
ring of 160 sites, window of 60 sites, units A*spacing:
  about mean: 8.12274, formula 8.12274
  about fitted line: 3.99556, formula 3.99556
  chord removed: 4.91389, formula 4.91389
straight start, 2 nu t = 100 l^2, relative deficits:
  about mean: 1.4102e-02, law 1.4105e-02
  about line: 2.9372e-06, law 2.9385e-06
EXAMPLE: step on Si(111), rough typical values
temperature: 1173 K, kT = 0.1011 eV
stiffness: 0.30 eV/nm
mobility Gamma = D: 5.0e+04 nm^3/s
step repulsion: 0.04 eV nm
window: 2000 nm, terrace: 500 nm
hold: 60 s, frame: 33.3 ms
lateral resolution: 10 nm
A = D/nu: 0.3369 nm
nu: 1.484e+05 nm^2/s
relaxation time at wavelength l: 0.683 s
mean squared width about mean: 112.3 nm^2
mean squared width about line: 44.9 nm^2
tilt part: 67.4 nm^2
root mean square: 10.60 nm / 6.70 nm
rms fitted slope: 0.01422 = 0.81 degrees
1 degree misalignment adds: 101.6 nm^2 to raw width
window-to-window relative spread: 0.894 / 0.627
windows for 5 % standard error: 321 / 158
NEGLECTED EFFECTS: loss of squared width, about mean / line
  frame time: 6.11 % / 14.7 %
  resolution: 0.499 % / 1.24 %
  hold time: 6.66 % / 0.031 %
  confinement: 0.36 % / 0.000742 %
width about line after frame blur: 38.3 nm^2
confinement length along step: 1.38e+05 nm
  from non-crossing 1.94e+05 nm, repulsion 1.98e+05 nm
isotropic line tension at rms tilt: 0.030 % gain
\end{verbatim}
